# Hydroxyl coverage from dissociative water adsorption on two sublattices, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From counting arrangements to the coverage law

A calculation of growth per cycle in atomic layer deposition needs the density of hydroxyl groups that the metal precursor meets after the water pulse. If the surface has equilibrated with water vapour and loses few hydroxyls during the purge, that density follows from an adsorption free energy, a temperature, a pressure and the density of sites. A decision must be made before the numbers can be combined: which isotherm converts the free energy into a coverage? For the model surface treated in Part II, at 500 K and 10 Pa, the molecular Langmuir expression gives a coverage of 0.039 and the expression for dissociated water gives 0.168. The same free energy enters both. The difference comes from the number of ways in which the fragments can be arranged.

### The surface and the reaction

Consider an oxide surface with $N$ metal sites M and $N$ oxygen sites O. A water molecule dissociates by placing its hydroxyl group on a metal site and its remaining hydrogen on a surface oxygen:

$$
\mathrm{H_2O(g)}+\mathrm{M}+\mathrm{O}\;\rightleftharpoons\;\mathrm{M\!-\!OH}+\mathrm{O\!-\!H}. \tag{1}
$$

Both products are hydroxyl groups. One contains the oxygen of the water molecule, the other an oxygen of the solid. If $n$ molecules have dissociated, $n$ metal sites and $n$ oxygen sites are occupied, and the two sublattices have the same coverage,

$$
\theta=\frac{n}{N}. \tag{2}
$$

The total number of hydroxyls is $2n$ on $2N$ sites, so $\theta$ is also the hydroxyl coverage of the whole surface.

Five assumptions define the model. All sites of one sublattice are equivalent. Each site holds at most one fragment. The fragments do not interact, so the energy of a fragment does not depend on which other sites are filled. Reaction (1) is the only source and the only sink of fragments, which is what makes the two occupation numbers equal. Finally, fragments can change partners: a hydroxyl group may recombine with a hydrogen that came from another molecule, so that every arrangement of the fragments can be reached. Part II shows that this last assumption separates the two isotherms.

### Weight of a surface with $n$ dissociated molecules

Let $q_{\mathrm{OH}}$ and $q_{\mathrm H}$ be the partition functions of one fragment on one specified site. They contain the binding energy relative to the bare surface and the vibrations of the fragment. They do not contain the choice of site. Because the fragments do not interact, every arrangement of $n$ dissociated molecules contributes the same factor $(q_{\mathrm{OH}}q_{\mathrm H})^n$.

The number of arrangements is found by filling the sublattices separately. There are $\binom{N}{n}$ ways to choose the occupied metal sites and, for each of them, $\binom{N}{n}$ ways to choose the occupied oxygen sites. Hence

$$
W(n)=\binom{N}{n}^{2}=\left[\frac{N!}{n!\,(N-n)!}\right]^2,
\qquad
Z_n=W(n)\,(q_{\mathrm{OH}}q_{\mathrm H})^n . \tag{3}
$$

The surface exchanges molecules with a large volume of vapour, which is taken as an ideal gas with chemical potential per molecule

$$
\mu_{\mathrm g}=\mu_{\mathrm g}^\circ(T)+k_{\mathrm B}T\ln\frac{P}{P^\circ},\qquad P^\circ=1\ \text{bar}. \tag{4}
$$

When $n$ molecules leave the gas for the surface, the free energy of the gas changes by $-n\mu_{\mathrm g}$. Its Boltzmann factor is therefore $e^{+n\mu_{\mathrm g}/k_{\mathrm B}T}$. The probability of finding $n$ dissociated molecules on the surface is proportional to $Z_n e^{n\mu_{\mathrm g}/k_{\mathrm B}T}$, that is,

$$
p(n)=\frac{W(n)\,y^n}{\sum_{m=0}^{N}W(m)\,y^m},
\qquad
y=q_{\mathrm{OH}}q_{\mathrm H}\,e^{\mu_{\mathrm g}/k_{\mathrm B}T}. \tag{5}
$$

Inserting (4) into the definition of $y$ separates the pressure:

$$
y=q_{\mathrm{OH}}q_{\mathrm H}\,e^{\mu_{\mathrm g}^\circ/k_{\mathrm B}T}\,\frac{P}{P^\circ}=KP,
\qquad
K=\frac{q_{\mathrm{OH}}q_{\mathrm H}\,e^{\mu_{\mathrm g}^\circ/k_{\mathrm B}T}}{P^\circ}. \tag{6}
$$

The constant $K$ has the dimension of an inverse pressure, and $KP$ is the statistical weight of one dissociated molecule in one specified arrangement, relative to the empty surface with the molecule in the gas. In molar quantities,

$$
K=\frac{1}{P^\circ}\,e^{-\Delta G^\circ/RT},
\qquad
\Delta G^\circ=-RT\ln(q_{\mathrm{OH}}q_{\mathrm H})-N_{\mathrm A}\mu_{\mathrm g}^\circ . \tag{7}
$$

This fixes the convention for $\Delta G^\circ$: it contains the energies, the vibrations and the entropy lost by the gas, but no configurational entropy of the fragments. A free energy computed for one pair of fragments at specified sites, with their vibrations, is of this kind. It fits the present model if the fragments in that calculation do not attract or repel each other.

### The chemical potential of dissociated water

The most probable $n$ is the one at which the surface neither gains nor loses weight when one more molecule dissociates. The change in the number of arrangements can be written without approximating the factorials. From (3),

$$
\frac{W(n+1)}{W(n)}
=\left[\frac{n!\,(N-n)!}{(n+1)!\,(N-n-1)!}\right]^2
=\left(\frac{N-n}{n+1}\right)^2, \tag{8}
$$

because $(n+1)!=(n+1)\,n!$ and $(N-n)!=(N-n)\,(N-n-1)!$. Dividing numerator and denominator by $N$ and taking the logarithm gives

$$
-\ln\frac{W(n+1)}{W(n)}
=2\ln\frac{\theta+1/N}{1-\theta}
\;\longrightarrow\;2\ln\frac{\theta}{1-\theta}
\qquad (n\gg1). \tag{9}
$$

This is the configurational part of the chemical potential of a dissociated molecule, in units of $k_{\mathrm B}T$. The factor 2 is present because one molecule adds a fragment to each of two independently filled sublattices. An intact molecule on a single lattice would contribute the logarithm once.

The surface chemical potential is the free energy change $-k_{\mathrm B}T\ln(Z_{n+1}/Z_n)$. With (3) and (9) it becomes

$$
\mu_{\mathrm s}=-k_{\mathrm B}T\ln(q_{\mathrm{OH}}q_{\mathrm H})
+2k_{\mathrm B}T\ln\frac{\theta}{1-\theta}. \tag{10}
$$

The last term vanishes at $\theta=1/2$. The standard state of the surface implied by (7) is thus the half-covered surface.

### The isotherm

At equilibrium $\mu_{\mathrm s}=\mu_{\mathrm g}$. Equating (10) and (4), moving the term with the fragment partition functions to the right and dividing by $k_{\mathrm B}T$ gives

$$
2\ln\frac{\theta}{1-\theta}
=\ln(q_{\mathrm{OH}}q_{\mathrm H})+\frac{\mu_{\mathrm g}^\circ}{k_{\mathrm B}T}+\ln\frac{P}{P^\circ}
=\ln(KP), \tag{11}
$$

where the last equality is (6). Exponentiation yields

$$
\frac{\theta^2}{(1-\theta)^2}=KP. \tag{12}
$$

Since $0<\theta<1$, the ratio $\theta/(1-\theta)$ is positive and the positive square root applies. With the abbreviation $s=\sqrt{KP}$, equation (12) reads $\theta=s(1-\theta)$, so $\theta(1+s)=s$ and

$$
\boxed{\;\theta=\frac{\sqrt{KP}}{1+\sqrt{KP}}\;} \tag{13}
$$

For comparison, let $N$ molecular sites each hold at most one intact molecule, with weight $y=KP$. The number of arrangements is then $\binom Nn$, and the binomial theorem gives the partition sum $\Xi=\sum_n\binom Nn y^n=(1+y)^N$. Each factor $n$ in the mean can be produced by $y\,d/dy$ acting on $y^n$, so

$$
\theta_{\mathrm{mol}}=\frac1N\,y\frac{d\ln\Xi}{dy}=\frac{y}{1+y}=\frac{KP}{1+KP}. \tag{14}
$$

Both laws have the form $u/(1+u)$, which increases with $u$. They differ in the argument: $u=\sqrt{KP}$ in (13) and $u=KP$ in (14). For $KP<1$ the square root is the larger argument, and dissociation gives the higher coverage. For $KP>1$ the order is reversed. At $KP=1$ both coverages are $1/2$.

The two limits show what the separate placement of the fragments does. At low pressure $\theta\approx\sqrt{KP}$, with a relative error of about $\sqrt{KP}$, whereas $\theta_{\mathrm{mol}}\approx KP$. Two fragments that can settle separately on a nearly empty surface gain more configurational entropy than one molecule. At high pressure the empty fraction is

$$
1-\theta=\frac{1}{1+\sqrt{KP}}\approx\frac{1}{\sqrt{KP}},
\qquad
1-\theta_{\mathrm{mol}}=\frac1{1+KP}\approx\frac1{KP}. \tag{15}
$$

Here the vacancies are the rare objects. Each dissociating molecule removes two of them, which were free to sit apart, and the entropy lost in doing so delays saturation.

### Why the most probable coverage is the mean coverage

Equation (13) locates the maximum of $p(n)$. The coverage of a large surface is the mean of $p(n)$, so the width of the distribution must be examined. From (5) and (8),

$$
\frac{p(n+1)}{p(n)}=\left[\frac{s\,(N-n)}{n+1}\right]^2. \tag{16}
$$

The right side decreases steadily as $n$ grows, so there is a single maximum, located where the ratio passes through 1. Let $t=s/(1+s)$ denote the value (13), and write $n=Nt+x$. For $|x|\ll N$ and large $N$,

$$
\ln\frac{p(n+1)}{p(n)}
\approx2\ln s+2\ln\frac{1-t-x/N}{t+x/N}
\approx-\frac{2x}{N}\left(\frac1{1-t}+\frac1t\right)
=-\frac{2x}{N\,t(1-t)}. \tag{17}
$$

The terms without $x$ cancel because $s=t/(1-t)$. Summing these increments from the maximum outward gives $\ln p=\text{const}-x^2/[N\,t(1-t)]$. A Gaussian of variance $\sigma^2$ has the exponent $-x^2/2\sigma^2$, and comparison gives

$$
\sigma_n^2=\tfrac12N\,t(1-t),
\qquad
\sigma_\theta^2=\frac{\sigma_n^2}{N^2}=\frac{t(1-t)}{2N}. \tag{18}
$$

Farther out, the ratio (16) differs from 1 by a finite amount, and $p(n)$ falls at least geometrically. The distribution of $\theta$ therefore contracts onto $t$ as $N\to\infty$ at fixed $KP$, and the mean coincides with the maximum.

The factor $\tfrac12$ in (18) has a simple origin. Equation (5) can be written $p(n)\propto\left[\binom Nn s^n\right]^2$, and each bracket is, up to a constant, the binomial distribution of a lattice whose sites are filled independently with probability $t$. Such a lattice has the variance $Nt(1-t)$. Requiring two of them to hold the same number of fragments squares the distribution, up to normalization, and for large $N$ this halves the variance.

### An exact balance and the size of the surface

Multiplying (16) by $(n+1)^2\,p(n)$ gives $(n+1)^2p(n+1)=y\,(N-n)^2p(n)$. Summation over $n$ from 0 to $N-1$ and division by $N^2$ produce a relation that holds for every $N$:

$$
\langle\hat\theta^2\rangle=KP\,\langle(1-\hat\theta)^2\rangle,
\qquad \hat\theta=n/N. \tag{19}
$$

The terms missing from the sums, $n=0$ on the left and $n=N$ on the right, are zero. Equation (12) is (19) with fluctuations neglected. To find what they change, set $\langle\hat\theta\rangle=t+\delta$ and use $\langle\hat\theta^2\rangle=\langle\hat\theta\rangle^2+\sigma_\theta^2$, with the same variance for $1-\hat\theta$. To first order in $\delta$ and $\sigma_\theta^2$,

$$
t^2+2t\delta+\sigma_\theta^2
=y\left[(1-t)^2-2(1-t)\delta+\sigma_\theta^2\right]. \tag{20}
$$

The leading terms cancel because $y=t^2/(1-t)^2$. The rest gives

$$
\delta=\frac{(y-1)\,\sigma_\theta^2}{2[t+y(1-t)]}
=\frac{2t-1}{(1-t)^2}\cdot\frac{1-t}{2t}\cdot\frac{t(1-t)}{2N}
=-\frac{1-2t}{4N}. \tag{21}
$$

Here $y-1=(2t-1)/(1-t)^2$ and $t+y(1-t)=t/(1-t)$ were used. The deviation from the square-root law falls as $1/N$, provided that the surface carries many fragments and many vacancies.

The opposite extreme is $N=1$. Then $\hat\theta$ is either 0 or 1, so $\hat\theta^2=\hat\theta$ and $(1-\hat\theta)^2=1-\hat\theta$. Equation (19) becomes $\langle\hat\theta\rangle=KP(1-\langle\hat\theta\rangle)$, which is the molecular law (14). With one metal site and one oxygen site the two fragments have no freedom to separate, and dissociation leaves no trace in the isotherm.

## Part II. Exchange of partners, consequences and a worked example

Part I considered $N$ metal and $N$ oxygen sites on which $n$ water molecules have dissociated, with $\theta=n/N$ on each sublattice. One dissociated molecule in one specified arrangement has the weight $y=KP=s^2$, where $K=e^{-\Delta G^\circ/RT}/P^\circ$ and $\Delta G^\circ$ excludes configurational entropy. Counting $\binom Nn^2$ arrangements gave $\theta=s/(1+s)$ for large $N$, equation (13). The molecular law is $\theta_{\mathrm{mol}}=y/(1+y)$, equation (14). The exact balance (19) holds for every $N$.

Counting the independent placements of the two fragments has given the square-root law (13) for a large surface, with a correction that falls as $1/N$. It remains to show when exchange of partners justifies this count, and to work out the response to pressure and temperature, a numerical example and the limits of the law.
